Amorphous tetrahedral networks by bond switching: choosing and checking a starting structure

A network of 216 atoms was randomized and then cooled through 6801 trial bond switches. At the end every atom had four bonds, and the spread of the bond angles had fallen from 32.4° to 21.6°. Yet two atoms with no bond between them sat 0.38 bond lengths apart. Perfect coordination, falling strain and a nearly overlapping pair are compatible, and the reasons decide whether such a network may be used as input.

**The setting and what it controls**

An electronic-structure program needs initial atomic positions. For an amorphous solid no unit cell supplies them. One way to generate them is the Wooten-Winer-Weaire method: start from a crystal, exchange bonds at random, relax after each exchange, and cool. Here it is applied to a fourfold network of the kind needed for amorphous silicon. The choices left to the user are the amount of randomization, the temperatures, the length of the cooling run, and the criteria for accepting the result.

The example uses reduced units and round parameters, not values fitted to silicon. Lengths are in units of the ideal bond length d, energies in αd², where α is the bond stiffness. The angle stiffness is β = 0.3α. The periodic cubic cell has edge 6.928 d, which gives the density of the ideal crystal and is held fixed.

**The energy, and what it leaves out**

The bonds are a list, not a consequence of distance. For a given list the Keating energy is

E = (3α/16d²) Σ_bonds (r² − d²)² + (3β/8d²) Σ_angles (r_a·r_b + d²/3)².

Here r_a and r_b are two bond vectors leaving the same atom. In the ideal crystal r² = d² and r_a·r_b = −d²/3, since the tetrahedral angle has cosine −1/3. Both sums then vanish. As neither can be negative, the crystal is a ground state.

Atoms that are not bonded to each other have no term of their own. Let two neighbours of one atom, each at distance d, close their angle to zero, so that they coincide. Then r_a·r_b = d², and that angle costs

(3β/8d²)(4d²/3)² = (2/3)βd² = 0.2 αd².

This is finite, so the model does not forbid even two neighbours of one atom to coincide. Unbonded atoms without a common neighbour meet no direct penalty at all, and can overlap wherever the network folds them together. The smallest angle in the final network is 23.8°. Two bonds of length d at that angle end 2 sin(11.9°) = 0.41 d apart, close to the observed 0.38 d. The closest atoms may thus be neighbours of a common atom, with bonds somewhat shorter than d. But the pair was not traced, and two atoms without a common neighbour could come equally close.

**The switch**

Take a chain A-B-C-D. Break AB and CD, keep BC, and form AC and BD. A loses B and gains C; B loses A and gains D; C loses D and gains A; D loses C and gains B. Each atom keeps four bonds. If A and D are the same atom, the move would break and re-form the same two bonds and change nothing. Otherwise, if AC or BD is already bonded, it would create a double bond. Both cases are called illegal.

In a periodic cell one must also know which image of C is bonded to A. Vector addition along the chain supplies it:

r_AC = r_AB + r_BC,  r_BD = r_BC + r_CD.

In diamond there are two kinds of chain. Let u, v, w be the unit vectors from B to A, from B to C and from C to D. The tetrahedral angle at B gives u·v = −1/3. At C the two outgoing bonds are −v and w, so v·w = +1/3. The parts of u and w perpendicular to v have squared length 1 − 1/9 = 8/9. With dihedral angle φ,

u·w = −1/9 + (8/9) cos φ.

The vector from A to D is −u + v + w in units of d, hence

|AD|²/d² = 3 − 2u·v − 2u·w + 2v·w = 13/3 − 2u·w.

For a trans chain, φ = 180° gives u·w = −1 and |AD| = √(19/3) d = 2.517 d. For a gauche chain, φ = 60° gives u·w = 1/3 and |AD| = √(11/3) d = 1.915 d. After relaxation in the 216-atom cell a trans switch costs 0.261 αd² and a gauche switch 0.631 αd². The third digit depends on the cell: with 512 atoms the values fall to 0.259 and 0.627, and with 64 atoms they rise to 0.271 and 0.648.

The trans switch can be followed ring by ring. The six-rings of diamond contain gauche chains, so none contains A-B-C-D itself. Let D′ be another neighbour of C. The chain A-B-C-D′ is gauche and lies on one six-ring. The new bond AC bypasses B and shortens this ring to five. There are two choices of D′, and two equivalent rings at the other end of the switch, hence four five-rings with 4 × 5 = 20 angles. A six-ring that used AB but not BC must now go A-C-B and grows to seven. The computed shortest rings agree: 20 angles have a five-ring and 4 have a seven-ring.

**Why the chain must be drawn uniformly**

A network of N atoms with four bonds each has 4N/2 = 2N bonds. Each can be the middle of a chain in 3 × 3 ways, so there are 18N chains, whatever the network. This count includes the illegal ones.

Suppose a switch on A-B-C-D turns network G into G′. In G′ the chain D-B-C-A exists, and switching it breaks DB and CA and restores DC and BA. This pairs every chain leading from G to G′ with one leading back, so their numbers are equal; call them n. A uniform draw gives

q(G→G′) = n/(18N) = q(G′→G).

Accept a switch with probability min[1, exp(−ΔE/kT)], where ΔE = E′ − E. If ΔE > 0, the flow from G to G′ is

exp(−E/kT) q exp(−ΔE/kT) = exp(−E′/kT) q,

which is the flow back, where acceptance is certain. For ΔE < 0 the roles are exchanged. The weights exp(−E/kT) are therefore stationary, provided each network has one relaxed energy and an illegal draw counts as a step in which nothing happens.

Redrawing until a legal chain appears is a different rule. If G has m legal chains and G′ has m′, the two proposal probabilities are n/m and n/m′, and acceptance must become min[1, (m/m′) exp(−ΔE/kT)]. Without that factor the law is wrong. This was tested on all 465 labelled graphs with seven vertices and four bonds per vertex, with artificial energies. Uniform drawing left the weights unchanged to a relative 7 × 10⁻¹⁵; drawing from legal chains without the factor changed a weight by up to 37% in one step. In that small case the switches also connect all the graphs. For large networks this has not been shown here.

Stationarity describes a run long enough to forget its start. A short cooling run samples no equilibrium law; it yields one network, relaxed in its atomic positions but not necessarily stable against further switches.

**Relaxation**

Let a and b number the four bonds of atom i, and write

D_ab = r_a·r_b − T_ab, with T_aa = d² and T_ab = −d²/3 for a ≠ b.

Then E = Σ_i Σ_ab K_ab D_ab². Each bond is seen from both ends, so K_aa is half of 3α/16d², that is 3α/32d². Each angle appears as ab and as ba, so K_ab = 3β/16d² for a ≠ b.

Differentiate with respect to r_a. The diagonal term gives 2K_aa D_aa · 2r_a. An off-diagonal term gives 2K_ab D_ab r_b twice, once from ab and once from ba. Both have the factor 4:

g_a(i) = 4 Σ_b K_ab D_ab r_b.

A bond vector is the neighbour's position minus that of atom i, plus a fixed cell translation. The derivative of E with respect to the position of atom i is therefore −Σ_a g_a(i), plus the g of every bond that arrives at i from a neighbour. This gradient was tested against finite differences.

Now move all atoms along a fixed direction by an amount t, so that r_a becomes r_a + t p_a. With S_ab = r_a·p_b + p_a·r_b and Q_ab = p_a·p_b,

D_ab(t) = D_ab + t S_ab + t² Q_ab.

Squaring and collecting powers gives E(t) = E(0) + c₁t + c₂t² + c₃t³ + c₄t⁴, where

c₁ = 2ΣKDS,
c₂ = ΣK(S² + 2DQ),
c₃ = 2ΣKSQ,
c₄ = ΣKQ².

The sums run over atoms and over a and b. No term has been dropped. On a downhill direction c₁ < 0, while c₄ > 0 if any bond vector changes, so a minimum exists at positive t, at a root of a cubic. Conjugate gradients can use this minimum without trial steps. For single switches in the crystal the relaxed energies were tested against a different minimizer.

**Rejecting early**

Most trials late in a run are rejected, and relaxing them fully is wasted work. Draw the random number u between 0 and 1 first and set a ceiling

E_t = E_old − kT ln u.

The condition E_new ≤ E_t means ln u ≤ −ΔE/kT, or u ≤ exp(−ΔE/kT). This has probability min[1, exp(−ΔE/kT)], so the Metropolis rule is unchanged.

Relaxation may stop once the final energy is certain to lie above E_t. Near a minimum, in normal coordinates q_k with stiffness λ_k, the gradient components are g_k = λ_k q_k, and

E − E_min = ½ Σ λ_k q_k² = ½ Σ g_k²/λ_k ≤ |g|²/(2λ_min).

Uniform translations, which have zero stiffness and no gradient, are left out. In the final network λ_min = 0.184α, so 1/(2λ_min) = 2.7/α. The run stopped a trial when E − c|g|² exceeded E_t, with c = 5/α. The larger value leaves a margin, because a trial network may be softer and, just after a switch, is not near its minimum. There the rule is a heuristic.

It was checked on 30 legal switches of the final network, each given a ceiling 0.005 αd² above its own relaxed energy, so that rejection would be an error. None was rejected. If the true error rate were p, this would happen with probability (1 − p)³⁰, which falls below 5% when p exceeds about 10%. Rates below that are not excluded, and the bound applies only to randomly drawn switches with this margin; smaller margins were not tested. In the same 30 cases, switching back restored the starting energy, which supports treating the energy as a property of the network near this state.

**Reading the cooling run**

The crystal was first given 216 unconditional switches, one per atom on average. Accepting switches at the first cooling temperature would not have melted it in a run of this length: even a trans switch has Boltzmann factor exp(−0.261/0.020) = exp(−13), about 2 × 10⁻⁶.

Each cooling stage then had the same budget of relaxation steps. In the first row every legal switch was accepted and illegal draws are not counted; in the other rows they count as trials.

kT/αd² | accepted/trials | E/N in αd² | angle spread
start | 216/216 | 0.706 | 32.4°
0.020 | 160/806 | 0.254 | 28.4°
0.016 | 109/982 | 0.164 | 26.5°
0.012 | 81/1139 | 0.126 | 25.1°
0.009 | 68/1177 | 0.099 | 23.6°
0.006 | 44/1323 | 0.085 | 22.4°
0.003 | 30/1374 | 0.079 | 21.6°

Acceptance fell from 20% in the first cooling stage to 2% in the last. The energy still dropped by 7% in the last stage, from 0.0849 to 0.0785 αd² per atom, so a plateau has not been shown. As kT was lowered at the same time, the table cannot separate its effect from that of a longer run. It made 6801/216 = 31 trials per atom. Good models of amorphous silicon have an angle spread of roughly 10°. This network has about twice that and should not be used as a model of the material.

Long-range crystal order is no longer detectable. The Bragg intensity, divided by N² so that the perfect crystal gives 1 for the six (220) reflections and 1/2 for the four (111) reflections, is at most 0.014 over these ten reflections. For N atoms with random phases each intensity is nearly exponentially distributed with mean 1/N, and the largest of ten has mean (1 + 1/2 + … + 1/10)/N = 2.93/216 = 0.014. No memory of the original lattice is visible in these reflections. They test positions, not the bond list: each switch breaks two of the 2N bonds, so after N randomizing switches about exp(−1), roughly 40%, of the crystal's bonds are still in place.

**What the rings reveal**

For each of the 6N = 1296 angles, the monitor finds the shortest ring through its two bonds. Paths that close only by winding around the periodic cell are excluded. The percentages count angles, not rings:

shortest ring | before cooling | after cooling
4 or less | 5.3% | 15.8%
5 | 14.3% | 27.5%
6 | 28.5% | 30.9%
7 | 26.2% | 15.8%
8 or more | 25.8% | 10.0%

Cooling removed large rings, but it tripled the share of angles on three- and four-rings. The share on five- to seven-rings rose only from 69% to 74%. Lower energy thus went with fewer large rings but also with more very small ones, which the crystal lacks. The energy function offers a possible reason for the small rings. A flat square ring has four angles with r_a·r_b = 0, which cost

4 × (3β/8d²)(d²/3)² = βd²/6 = 0.05 αd²,

much less than a single trans switch in the crystal. The other angles at those atoms are strained too, so this is a lower estimate of the cost, and the explanation remains a conjecture.

**What the angle spread says about the energy**

Let ε be the deviation of an angle from the tetrahedral angle, and s the sine of the latter, so s² = 1 − 1/9 = 8/9. For bonds of length d and small ε, cos θ + 1/3 ≈ −sε. With six angles per atom and σ² the mean of ε²,

E_angle/N ≈ 6 × (3β/8d²) × d⁴ × (8/9)σ² = 2βd²σ², σ in radians.

For distorted tetrahedra with ideal bond lengths and σ = 0.8°, the ratio of this estimate to the computed energy was tested and is 1.0003.

At larger σ higher powers enter. To third order cos θ + 1/3 = −sε + ε²/6 + sε³/6, whose square is

(8/9)ε² − (s/3)ε³ + (1/36 − 8/27)ε⁴ + …

The last bracket is −29/108. For a distribution symmetric about ε = 0 the cubic term averages to zero and the quartic term lowers the energy, so the estimate comes out too high. A Gaussian, with mean ε⁴ equal to 3σ⁴, gives an energy smaller by the factor 1 − 0.91σ². At σ = 7.9° = 0.139 rad the ratio should be about 1.018; the computed tetrahedra give 1.014. Their distribution is not symmetric: the mean of ε³ is negative and of order σ⁴, so the cubic term enters at the same order as the quartic one and gives back about 0.004. At 23° the computed ratio is 1.11.

The final network has σ = 21.7° = 0.379 rad, so the estimate is 0.6 × 0.379² = 0.086 αd² per atom. The actual angle energy is 0.069, and the estimate is 25% above it. Setting all bond lengths to d while keeping the directions raises the energy to 0.077. The excess thus splits into two similar factors: 0.086/0.077 = 1.12 from large angular deviations, and 0.077/0.069 = 1.12 from changed bond lengths. For bonds of ideal length the estimate is good to a few per cent near 10°; how much changed bond lengths add in a relaxed network with that spread was not examined. Near 20° it is only a guide.

The stretching energy can be checked in the same way. With r = d + δ and small δ, r² − d² ≈ 2dδ, and two bonds per atom give

E_bond/N ≈ 2 × (3α/16d²) × 4d² × mean δ² = 1.5α × mean δ².

The mean length of 0.985 d and standard deviation of 0.082 d give mean δ² = 0.015² + 0.082² = 0.0069 d², hence 0.010 αd². The total minus the angle part is 0.07854 − 0.06885 = 0.0097 αd². Most of the strain is in the angles, about 88% of the energy.

**Choosing the settings**

*Randomization.* Use unconditional switches, about one per atom as a first choice, and check with Bragg intensities that long-range crystal order is gone. If they stay well above a few times 1/N, randomize further.

*Temperature.* Compare kT with the energies of single switches, not with the energy per atom. A low temperature removes strain through downhill moves but leaves the network where it gets stuck.

*Length.* The budget used here was probably too short, since the energy fell in every stage. Lengthen the stages until a longer run no longer changes the final spread and energy appreciably, and repeat from different random starts, since one network gives no measure of scatter.

*Small rings.* Switches that create three- or four-rings may be declared illegal. The crystal has neither, so the run starts inside the allowed set. Proposals between allowed networks stay symmetric, and the proof of detailed balance holds within that set. Whether all allowed networks remain reachable is a separate question.

*Unbonded pairs.* The final network has 112 unbonded pairs closer than 1.25 d, whereas second neighbours in the crystal are √(8/3) d = 1.63 d apart. Rejecting the finished network for such pairs is the simplest protection, but it removes no cause: if every run ends with close pairs, no network is left to use. A repulsion proportional to (r_c² − r²)² for unbonded pairs with r < r_c acts on the cause. It stays finite at r = 0, so it must be made strong enough, and the distances must still be checked. Along a line r² is quadratic in t, so the energy remains a quartic as long as no pair crosses r_c; beyond a crossing the line minimum needs a new set of coefficients. This addition was not tried here.

*Handing over.* A quantum-mechanical relaxation does not know the bond list. It sees positions, and atoms 0.38 d apart will repel strongly and may rearrange the network that was so carefully kept fourfold. Before the first electronic calculation, check the shortest unbonded distance, the angle spread and the small rings together; the four listed bonds per atom are guaranteed by the switch and therefore carry no information about quality. Coordination counted by distance does: the 112 close pairs found here give each atom on average 2 × 112/216 = 1.04 unbonded neighbours within 1.25 d. Then relax the cell volume as well, because the density was imposed here. The full set of monitors is in the numerical output below.

Computed values

```
atoms N = 216; bonds = 432; angles = 1296
cell edge = 6.9282 d; beta/alpha = 0.3
7-vertex graphs reached = 465, expected = 465
stationarity error, uniform chains = 6.7e-15
stationarity error, legal chains only = 0.368
trans switch: A-D distance before = 2.5166 d
trans switch: relaxed energy = 0.2613 alpha d^2
trans switch: angles by least ring size = {5: 20, 6: 1272, 7: 4}
gauche switch: A-D distance before = 1.9149 d
gauche switch: relaxed energy = 0.6308 alpha d^2
gauche switch: angles by least ring size = {5: 10, 6: 1282, 7: 2, 9: 2}
ideal-length tetrahedra: estimate 2 beta sigma^2 / angle energy
sigma = 0.80 deg: ratio = 1.0003
sigma = 7.94 deg: ratio = 1.0144
sigma = 23.04 deg: ratio = 1.1089
randomizing switches = 216; relaxation steps per stage = 9000
stage table: kT and E/N in alpha d^2, spread in degrees
kT     trials accepted  E/N     spread
inf       216    216  0.70608  32.40
0.020     806    160  0.25417  28.35
0.016     982    109  0.16429  26.47
0.012    1139     81  0.12570  25.11
0.009    1177     68  0.09866  23.63
0.006    1323     44  0.08487  22.36
0.003    1374     30  0.07854  21.61
least ring through an angle, % of angles: <=4, 5, 6, 7, >=8
kT inf      5.3  14.3  28.5  26.2  25.8
kT 0.020   10.5  17.3  26.2  26.5  19.5
kT 0.016   14.0  23.2  23.5  23.3  15.9
kT 0.012   15.3  24.6  27.7  20.2  12.2
kT 0.009   16.3  26.6  26.5  19.1  11.6
kT 0.006   15.4  27.4  29.9  16.9  10.3
kT 0.003   15.8  27.5  30.9  15.8  10.0
final energy per atom = 0.07854 alpha d^2
final mean angle = 107.43 deg; spread = 21.61 deg
final angle range = 23.8 to 172.3 deg
rms deviation from tetrahedral = 21.71 deg
final bond length mean = 0.9847 d; std = 0.0818 d
angle energy per atom = 0.06885 alpha d^2
same with all bond lengths set to d = 0.07689 alpha d^2
estimate 2 beta sigma^2 = 0.08612 alpha d^2
closest unbonded pair = 0.379 d
unbonded pairs below 1.25 d = 112
largest Bragg intensity: crystal = 1.000, final = 0.014
softest nonzero Hessian eigenvalue = 0.1837 alpha
1/(2 lambda_min) = 2.72 /alpha; c used = 5.0 /alpha
audit: ceiling margin = 0.005 alpha d^2; trials = 30
audit: wrong early rejections = 0
audit: switch and reverse restored the energy = 30
```
